\section*{Two noncollinear extensions of GGA functionals: projection and Scalmani--Frisch invariants, part 1}

(Sections cited here and not found follow in the later parts.)

A two-component (spinor) Kohn--Sham calculation with a GGA forces a choice that the functional itself does not make. PBE and its relatives are defined for a magnetization along one fixed axis. When the magnetization turns in space, as in a spin spiral, a domain wall, a frustrated magnet or a magnetic system with spin--orbit coupling, the three gradient invariants of the GGA have to be rebuilt from a vector field. Two constructions are compared here: projection of the gradients on the local magnetization axis, and the Scalmani--Frisch invariants. The choice decides whether the exchange--correlation field can exert a local torque on the spins, which matters for spin dynamics and for the energy cost of a twist. It decides where the field diverges in a state slightly off the collinear one (in general near the nodes of the magnetization for the projection, and near the places where the magnetization is stationary along the density gradient for Scalmani--Frisch), which can affect the convergence of an antiferromagnet started from such a state. It also sets how the second-order energy of a closed shell departs from a quadratic form; in a nonuniform density neither construction defines the triplet response by itself.

\section*{Setting and conventions}

Hartree atomic units are used. For spinors $\psi_j$ the density and magnetization are $n=\sum_j\psi_j^\dagger\psi_j$ and $\mathbf m=\sum_j\psi_j^\dagger\boldsymbol\sigma\psi_j$, so that $m_z=n_\uparrow-n_\downarrow$ in a collinear state. Indices $a,b$ label spin components, $i$ labels space directions, and repeated indices are summed. With
\begin{equation}
\delta E=\int\left(v\,\delta n+\mathbf B\cdot\delta\mathbf m\right)d^3r ,
\end{equation}
variation with respect to $\psi_j^\dagger$ gives the operator $v+\mathbf B\cdot\boldsymbol\sigma$. In this convention $\mathbf B=\delta E/\delta\mathbf m$ has units of energy and carries no minus sign.

A collinear GGA depends on $n_\pm$ and $\gamma_{\sigma\sigma'}=\nabla n_\sigma\cdot\nabla n_{\sigma'}$. With $n_\pm=(n\pm s)/2$, $\gamma_{nn}=|\nabla n|^2$, $\gamma_{nm}=\nabla n\cdot\nabla s$ and $\gamma_{mm}=|\nabla s|^2$, multiplying out the scalar products gives
\begin{equation}
\gamma_{\pm\pm}=\tfrac14(\gamma_{nn}+\gamma_{mm}\pm2\gamma_{nm}),\qquad
\gamma_{+-}=\tfrac14(\gamma_{nn}-\gamma_{mm}).
\label{gam}
\end{equation}
The energy per volume is written $F(n,s,\gamma_{nn},\gamma_{nm},\gamma_{mm})$, assumed smooth for $|s|<n$. Subscripts denote partial derivatives: $F_s$, $F_{nm}=\partial F/\partial\gamma_{nm}$, $F_{s,nm}=\partial^2F/\partial s\,\partial\gamma_{nm}$, and so on. Exchanging the labels $+$ and $-$ cannot change the energy, and by \eqref{gam} this exchange is $(s,\gamma_{nm})\to(-s,-\gamma_{nm})$. Hence
\begin{equation}
F(n,-s,\gamma_{nn},-\gamma_{nm},\gamma_{mm})=F(n,s,\gamma_{nn},\gamma_{nm},\gamma_{mm}).
\label{even}
\end{equation}
Differentiating \eqref{even} shows that $F_n$, $F_{nn}$, $F_{mm}$ are even under this flip, while $F_s$ and $F_{nm}$ are odd. Parity forces an odd function to vanish only at the point where $s$ and $\gamma_{nm}$ are both zero, so $F_s$ is in general not zero at $s=0$ when $\gamma_{nm}\neq0$.

Define the spin vector $w_a=\nabla n\cdot\nabla m_a$ and the unit vectors $\hat{\mathbf m}=\mathbf m/|\mathbf m|$, $\hat{\mathbf w}=\mathbf w/|\mathbf w|$. Both schemes set $s=|\mathbf m|$ and keep $\gamma_{nn}$. They differ in the other two arguments:
\begin{align}
\text{P:}\quad&\gamma_{nm}=\hat{\mathbf m}\cdot\mathbf w, &&\gamma_{mm}=|\hat m_a\nabla m_a|^2,\label{P}\\
\text{SF:}\quad&\gamma_{nm}=f|\mathbf w|,\quad f=\operatorname{sgn}(\mathbf m\cdot\mathbf w), &&\gamma_{mm}=\nabla m_a\cdot\nabla m_a .\label{SF}
\end{align}

The numbers use PBE. Its correlation part depends on gradients only through $\gamma_{nn}$, so $F_{nm}$ and $F_{mm}$ come from exchange. Spin scaling gives the exchange energy density as $\tfrac12\sum_\pm e_x(\rho_\pm,\sigma_\pm)$ with $\rho_\pm=n\pm s$ and $\sigma_\pm=4\gamma_{\pm\pm}$, so $F_{mm}=\tfrac12(\partial_\sigma e_x|_++\partial_\sigma e_x|_-)$ and $F_{nm}=\partial_\sigma e_x|_+-\partial_\sigma e_x|_-$. The enhancement factor grows with the gradient and multiplies a negative local exchange energy, so $\partial_\sigma e_x<0$ and $F_{mm}<0$.

The model has chosen inputs, of a size typical of valence electrons in a magnetic metal: fields that depend on $x$ only, period $L=5.45$ bohr, $k=2\pi/L=1.15288$ bohr$^{-1}$, density $n=n_0[1+0.4\cos(2kx+0.6)]$ with $n_0=0.075$ bohr$^{-3}$, and magnetization scale $m_0=0.02$ bohr$^{-3}$. Energies of one-dimensional fields are per unit area and per period, and a prime means $d/dx$.

\section*{(a) How the two sets of invariants are related}

\textbf{Problem.} Show that P depends on $\mathbf m$ only through $|\mathbf m|$, express the SF invariants through $|\mathbf m|$ and $\hat{\mathbf m}$, and show that the SF arguments lie in the domain of a collinear GGA.

\textbf{Solution.} Differentiate $|\mathbf m|^2=m_am_a$: $2|\mathbf m|\nabla|\mathbf m|=2m_a\nabla m_a$, so wherever $\mathbf m\neq0$
\begin{equation}
\nabla|\mathbf m|=\hat m_a\nabla m_a .
\label{proj}
\end{equation}
The projected gradient is the gradient of the length. Then \eqref{P} reads $\gamma_{nm}=\nabla n\cdot\nabla|\mathbf m|$ and $\gamma_{mm}=|\nabla|\mathbf m||^2$, and $E_{\rm P}$ is the collinear functional evaluated on the scalar fields $n$ and $|\mathbf m|$.

From $m_a=|\mathbf m|\hat m_a$ the product rule gives $\nabla m_a=\hat m_a\nabla|\mathbf m|+|\mathbf m|\nabla\hat m_a$. Differentiating $\hat m_a\hat m_a=1$ gives $\hat m_a\nabla\hat m_a=0$, so cross terms vanish on squaring:
\begin{align}
\nabla m_a\cdot\nabla m_a&=|\nabla|\mathbf m||^2+|\mathbf m|^2|\nabla\hat{\mathbf m}|^2,\qquad |\nabla\hat{\mathbf m}|^2\equiv\nabla\hat m_a\cdot\nabla\hat m_a,\label{dec1}\\
\mathbf w&=\hat{\mathbf m}\,(\nabla n\cdot\nabla|\mathbf m|)+\mathbf w_\perp,\qquad \mathbf w_\perp=|\mathbf m|(\nabla n\cdot\nabla)\hat{\mathbf m},\label{dec2}\\
|\mathbf w|^2&=(\hat{\mathbf m}\cdot\mathbf w)^2+|\mathbf w_\perp|^2,\qquad
\mathbf m\cdot\mathbf w=|\mathbf m|\,\nabla n\cdot\nabla|\mathbf m| .\label{dec3}
\end{align}
SF therefore adds the turning of the axis to both invariants, and its sign factor $f$ is the sign of the projected $\gamma_{nm}$.

A collinear GGA is defined for $\gamma_{\pm\pm}\ge0$ and $\gamma_{+-}^2\le\gamma_{++}\gamma_{--}$. The Cauchy--Schwarz inequality for each $a$ gives $w_a^2\le\gamma_{nn}|\nabla m_a|^2$, and the sum over $a$ gives $|\mathbf w|^2\le\gamma_{nn}\gamma_{mm}$. Then $2|\mathbf w|\le2\sqrt{\gamma_{nn}\gamma_{mm}}\le\gamma_{nn}+\gamma_{mm}$, which is $\gamma_{\pm\pm}\ge0$. Further, by \eqref{gam},
\begin{equation}
16\,(\gamma_{++}\gamma_{--}-\gamma_{+-}^2)=(\gamma_{nn}+\gamma_{mm})^2-4|\mathbf w|^2-(\gamma_{nn}-\gamma_{mm})^2=4(\gamma_{nn}\gamma_{mm}-|\mathbf w|^2)\ge0 .
\end{equation}
For P the same holds at once, because its $\gamma$'s come from the actual vectors $(\nabla n\pm\nabla|\mathbf m|)/2$.

\section*{(b) The potentials and their matrix elements}

\textbf{Problem.} Derive $v$ and $\mathbf B$ for both schemes, treating $f$ as locally constant, and write the matrix elements in a basis $\chi_\mu$.

\textbf{Solution.} For P, $\delta|\mathbf m|=\hat{\mathbf m}\cdot\delta\mathbf m$ by the same differentiation as in \eqref{proj}. With $s=|\mathbf m|$ the variations of the invariants are $\delta\gamma_{nn}=2\nabla n\cdot\nabla\delta n$, $\delta\gamma_{nm}=\nabla s\cdot\nabla\delta n+\nabla n\cdot\nabla\delta s$ and $\delta\gamma_{mm}=2\nabla s\cdot\nabla\delta s$. Collecting terms,
\begin{equation}
\delta E_{\rm P}=\int\left[F_n\delta n+\mathbf I\cdot\nabla\delta n+F_s\,\delta s+\mathbf K\cdot\nabla\delta s\right]d^3r,
\label{weakP}
\end{equation}
with the space vectors $\mathbf I=2F_{nn}\nabla n+F_{nm}\nabla|\mathbf m|$ and $\mathbf K=2F_{mm}\nabla|\mathbf m|+F_{nm}\nabla n$. Integration by parts (periodic or decaying fields, $\mathbf m\ne0$ everywhere) gives
\begin{equation}
v=F_n-\nabla\cdot\mathbf I,\qquad \mathbf B_{\rm P}=\hat{\mathbf m}\left[F_s-\nabla\cdot\mathbf K\right].
\label{BP}
\end{equation}

For SF, $\delta w_a=\nabla\delta n\cdot\nabla m_a+\nabla n\cdot\nabla\delta m_a$, $\delta|\mathbf w|=\hat w_a\delta w_a$ where $\mathbf w\neq0$, and $\delta\gamma_{mm}=2\nabla m_a\cdot\nabla\delta m_a$. At fixed $f$,
\begin{equation}
\delta E_{\rm SF}\big|_f=\int\left[F_n\delta n+\mathbf I\cdot\nabla\delta n+F_s\hat m_a\delta m_a+\mathbf J_a\cdot\nabla\delta m_a\right]d^3r,
\label{weakSF}
\end{equation}
\begin{equation}
\mathbf I=2F_{nn}\nabla n+F_{nm}f\hat w_a\nabla m_a,\qquad
\mathbf J_a=2F_{mm}\nabla m_a+F_{nm}f\hat w_a\nabla n ,
\label{IJ}
\end{equation}
and inside a region of constant $f$
\begin{equation}
v=F_n-\nabla\cdot\mathbf I,\qquad B_{{\rm SF},a}=F_s\hat m_a-\nabla\cdot\mathbf J_a .
\label{BSF}
\end{equation}

The generalized Kohn--Sham matrix follows from \eqref{weakP} or \eqref{weakSF} by replacing $\delta n$ with $\chi_\mu\chi_\nu$ for the spin-independent block, and $\delta m_a$ with $\chi_\mu\chi_\nu$ for the block multiplying $\sigma_a$. For SF the latter is $\int[F_s\hat m_a\chi_\mu\chi_\nu+\mathbf J_a\cdot\nabla(\chi_\mu\chi_\nu)]$. For P the gradient acts on $\delta s=\hat m_a\chi_\mu\chi_\nu$:
\begin{equation}
\int\Big[\big(F_s\hat m_a+\mathbf K\cdot\nabla\hat m_a\big)\chi_\mu\chi_\nu+\hat m_a\mathbf K\cdot\nabla(\chi_\mu\chi_\nu)\Big]d^3r,\qquad
\nabla\hat m_a=\frac{\nabla m_a-\hat m_a\nabla|\mathbf m|}{|\mathbf m|}.
\end{equation}
The factor $1/|\mathbf m|$ is the source of the trouble at zeros of $\mathbf m$. The term $\mathbf K\cdot\nabla\hat m_a$ cannot be dropped. Without it the field becomes $F_s\hat m_a-\nabla\cdot(\hat m_a\mathbf K)$, which differs from \eqref{BP} by $-\mathbf K\cdot\nabla\hat m_a$, a term transverse to $\mathbf m$, and is no longer the derivative of $E_{\rm P}$.

\section*{(c) The collinear limit}

\textbf{Problem.} For $\mathbf m=s(\mathbf r)\mathbf u$ with a fixed unit vector $\mathbf u$ and $s$ of either sign, show that both schemes give the collinear energy density, and the collinear field where $s\neq0$.

\textbf{Solution.} Let $\eta=\operatorname{sgn}s$ and $\gamma=\nabla n\cdot\nabla s$. Then $|\mathbf m|=\eta s$, $\hat{\mathbf m}=\eta\mathbf u$, $\nabla m_a=u_a\nabla s$ and $\mathbf w=\gamma\mathbf u$. In P, $\gamma_{nm}=\eta\gamma$ and $\gamma_{mm}=|\nabla s|^2$. In SF, $f=\operatorname{sgn}(s\gamma)=\eta\operatorname{sgn}\gamma$, so $f|\mathbf w|=\eta\gamma$, and $\gamma_{mm}=u_au_a|\nabla s|^2=|\nabla s|^2$. Both schemes evaluate $F(n,\eta s,\gamma_{nn},\eta\gamma,|\nabla s|^2)$, which by \eqref{even} is the collinear energy density. Without $f$ the argument would be $|\gamma|$, and the limit would in general fail where $\nabla n\cdot\nabla|s|<0$.

Mark derivatives at the collinear arguments $(s,\gamma)$ with a superscript c. Parity gives $F_s=\eta F_s^{\rm c}$, $F_{nm}=\eta F_{nm}^{\rm c}$ and $F_{mm}=F_{mm}^{\rm c}$. In P, $\mathbf K=\eta(2F^{\rm c}_{mm}\nabla s+F^{\rm c}_{nm}\nabla n)\equiv\eta\mathbf K^{\rm c}$, and since $\eta$ is constant away from nodes and $\eta^2=1$, $\mathbf B_{\rm P}=\mathbf u[F_s^{\rm c}-\nabla\cdot\mathbf K^{\rm c}]$. In SF, $\hat{\mathbf w}=\mathbf u\operatorname{sgn}\gamma$ and so $f\hat{\mathbf w}=\eta\mathbf u$; then $\mathbf J_a=u_a\mathbf K^{\rm c}$ and $F_s\hat m_a=u_aF_s^{\rm c}$, the same field. It is $\mathbf u\,\delta E/\delta s$ of the collinear theory. For $s=m_0\cos kx$ along $\mathbf u=(1,2,2)/3$, at $x=0.9$ bohr, both schemes and the collinear library routine give $\mathbf u\cdot\mathbf B=-0.0524278$ Ha ($-1.42663$ eV).

This establishes agreement on the collinear state. It says nothing about states near it, which are what a spinor calculation visits; parts (f) to (h) show that the two schemes part there.

Both schemes reproduce the collinear energy density, and the collinear field where $s\neq0$; their potentials have been derived, for Scalmani--Frisch with $f$ held locally constant. What remains is their behaviour away from the collinear state: the surfaces where $f$ changes sign, the local torque, nodes and zeros of the magnetization, and the closed shell.
